# Steady charging of an isolated trench bottom during plasma etching, part 1

(Sections cited here and not found follow in the second part.)

## First half: from straight flight to a unique steady potential

Before ions are traced into an etched trench, a decision has to be made about the floor. If it cannot conduct charge away, may the calculation use the ion energy at the mouth and straight trajectories, or must the floor potential be found together with the particle fluxes? The choice fixes both the number of ions that reach the floor and the energy with which they strike it. In the simplified model worked out below, which leaves out the field above the mouth, the mean impact energy is about 40 eV if charging is ignored and about 7 eV if it is included.

The mechanism starts from a difference in direction. Ions arrive nearly along the trench axis, while electrons arrive from a broad range of angles. The walls intercept more electrons than ions, so the floor charges positively. What has to be found is where this stops, and by what means the two fluxes become equal.

### The simplest case: no field

Take a long trench of width \(w\) and depth \(h\), with aspect ratio \(A=h/w\). The coordinate \(x\) runs across it, from \(-w/2\) to \(w/2\), and \(y\) runs downward from the mouth at \(y=0\) to the floor at \(y=h\). Motion along the trench does not affect which surface is struck. The walls absorb every particle that touches them, and collisions inside the trench are neglected.

Equal numbers of singly charged ions and electrons cross the mouth per unit time, uniformly across the width. This is the time-averaged condition on a floating flat surface beside the trench, and that surface defines zero potential. Energies and temperatures are in electronvolts, with \(T\) standing for Boltzmann's constant times the temperature. These units suit a plasma better than atomic units do.

A particle that moves sideways by \(d\) on its way down reaches the floor if both its entry point and its entry point plus \(d\) lie between the walls. Its sideways velocity is constant, so it cannot leave that interval and return. For \(|d|<w\), the allowed entry points fill a length \(w-|d|\) out of \(w\). For larger \(|d|\) there are none. The probability of landing is therefore

\[
\left(1-\frac{|d|}{w}\right)_+ ,\qquad (z)_+=\max(z,0). \tag{1}
\]

Electrons at the mouth are taken as the downward half of a Maxwellian of temperature \(T_e\). The sideways velocity is Gaussian,

\[
v_x=g\sqrt{T_e/m},
\]

where \(g\) is a standard normal variable. The downward velocity needs more care, because fast electrons cross the mouth more often. Its distribution in the flux is proportional to \(v_y\exp(-mv_y^2/2T_e)\,dv_y\). With \(\varepsilon=mv_y^2/2\) we have \(d\varepsilon=mv_y\,dv_y\), so the factor \(v_y\) is absorbed and the vertical energy has an exponential distribution. Writing \(\varepsilon=sT_e\), the probability density of \(s\) is \(e^{-s}\).

The slope of a straight path is

\[
t=\frac{v_x}{v_y}=\frac{g\sqrt{T_e/m}}{\sqrt{2sT_e/m}}=\frac{g}{\sqrt{2s}} .
\]

Temperature and mass have cancelled. At fixed \(s\), \(g=t\sqrt{2s}\) and \(dg=\sqrt{2s}\,dt\), so the density of \(t\) is

\[
\begin{aligned}
p(t)&=\int_0^\infty e^{-s}\,\frac{\sqrt{2s}}{\sqrt{2\pi}}\,e^{-st^2}\,ds
=\frac{1}{\sqrt\pi}\int_0^\infty s^{1/2}e^{-s(1+t^2)}ds\\
&=\frac{1}{\sqrt\pi}\,\frac{\sqrt\pi/2}{(1+t^2)^{3/2}}
=\frac{1}{2(1+t^2)^{3/2}} .
\end{aligned}
\]

The displacement is \(d=ht\), hence \(|d|/w=A|t|\). Equation (1) now gives the electron fraction that reaches an uncharged floor. The two signs of \(t\) contribute equally, which cancels the factor \(1/2\):

\[
P_e(0)=\int_0^{1/A}\frac{1-At}{(1+t^2)^{3/2}}\,dt .
\]

The two antiderivatives are \(t/\sqrt{1+t^2}\) for the first term and \(-1/\sqrt{1+t^2}\) for the factor multiplying \(-A\). At \(t=1/A\) the first equals \(1/\sqrt{1+A^2}\) and the second equals \(-A/\sqrt{1+A^2}\). Thus

\[
\begin{aligned}
P_e(0)&=\frac{1}{\sqrt{1+A^2}}-A\left(1-\frac{A}{\sqrt{1+A^2}}\right)\\
&=\sqrt{1+A^2}-A. \tag{2}
\end{aligned}
\]

For a shallow trench this is \(1-A\) to first order, and for a deep one it tends to \(1/(2A)\). At \(A=5\) it is \(\sqrt{26}-5=0.0990\): the walls take nine electrons out of ten.

Equation (2) contains no temperature, which gives a useful control. Suppose the ions were also a half-Maxwellian, however cold. They would have the same distribution of slopes and the same transmission, so the uncharged floor would already be in balance. A sampled-particle test with isotropic ions at 0.1 eV landed a fraction 0.0993, in agreement with 0.0990 within its tolerance. A difference in temperature alone does not start the charging. A difference in the angular distributions, large enough to change the transmissions, does.

### Directed ions and the landing function

The ions of interest have a large vertical energy \(E\) and a small transverse temperature \(T_i\). Their sideways velocity is \(g\sqrt{T_i/M}\), and their downward velocity is \(\sqrt{2E/M}\), so without a field

\[
\frac dw=A\sqrt{\frac{T_i}{2E}}\;g .
\]

At fixed vertical energy the displacement is thus a Gaussian variable with some relative width \(\sigma\), meaning \(d/w=\sigma g\). The same is true of electrons at fixed \(s\). It pays to average (1) over \(g\) once and for all. Define

\[
H(\sigma)=\left\langle(1-\sigma|g|)_+\right\rangle
=\frac{2}{\sqrt{2\pi}}\int_0^{1/\sigma}(1-\sigma g)e^{-g^2/2}\,dg .
\]

The first term is an error function. In the second, \(g e^{-g^2/2}\) is minus the derivative of \(e^{-g^2/2}\). Therefore

\[
H(\sigma)=\operatorname{erf}\!\left(\frac{1}{\sigma\sqrt2}\right)
-\sigma\sqrt{\frac2\pi}\left[1-e^{-1/(2\sigma^2)}\right]. \tag{3}
\]

To see how it varies, differentiate the integral form. The upper limit contributes nothing, because the integrand vanishes there. What remains is

\[
\begin{aligned}
H'(\sigma)&=-\frac{2}{\sqrt{2\pi}}\int_0^{1/\sigma}g e^{-g^2/2}dg\\
&=-\sqrt{\frac2\pi}\left[1-e^{-1/(2\sigma^2)}\right]<0. \tag{4}
\end{aligned}
\]

More sideways spread always means fewer landings. Two limits will be needed later. For small \(\sigma\), the upper limit of the integral may be replaced by infinity with an exponentially small error, which gives

\[
H\simeq1-\sigma\sqrt{2/\pi}. \tag{5}
\]

For large \(\sigma\), the integration range is so short that the Gaussian is close to one. The remaining integral is a triangle of area \(1/(2\sigma)\), and

\[
H\simeq\frac{1}{\sigma\sqrt{2\pi}}. \tag{6}
\]

For an ion of 40 eV with \(T_i=0.1\) eV and \(A=5\), \(\sigma=5\sqrt{0.1/80}=0.177\), and (5) gives a landing probability of 0.86. The electron value was 0.099. An uncharged floor would collect positive charge rapidly.

### Adding a floor potential

Let the floor have potential \(V\), taken as the same over its whole width. To keep the particle motion solvable, let the wall potential rise linearly with depth. The potential inside is then

\[
\phi(y)=V\frac yh,\qquad 0\le y\le h .
\]

It matches the mouth, walls and floor, and its second derivatives vanish, so it solves Laplace's equation inside the trench. Space charge and the field above the mouth are neglected. The wall potential is a prescribed boundary condition: the charge balance of the walls is not solved.

Write \(U=eV\), where \(e\) is the positive elementary charge. In electronvolts \(U\) has the same numerical value as \(V\) in volts. The potential energy of an ion rises by \(U\) on the way down, and that of an electron falls by \(U\). If \(\varepsilon_{\rm in}\) and \(\varepsilon_{\rm out}\) are the vertical kinetic energies at mouth and floor,

\[
\begin{aligned}
\text{electron:}\quad&\varepsilon_{\rm out}=\varepsilon_{\rm in}+U,\\
\text{ion:}\quad&\varepsilon_{\rm out}=\varepsilon_{\rm in}-U .
\end{aligned}
\tag{7}
\]

There is no sideways force. A positive floor therefore deflects paths by changing the vertical speed: electrons have less time to drift into a wall, ions have more. An ion with \(E<U\) stops at depth \(hE/U\) and turns back. It may leave through the mouth or strike a wall, but it cannot reach the floor.

Under constant acceleration the mean vertical velocity is half the sum of the initial and final velocities. For a particle of mass \(m\), the flight time is

\[
\tau=\frac{2h}{v_{\rm in}+v_{\rm out}}
=\frac{2h\sqrt{m/2}}{\sqrt{\varepsilon_{\rm in}}+\sqrt{\varepsilon_{\rm out}}} .
\]

Multiplying by \(v_x=g\sqrt{T/m}\) and dividing by \(w\) gives

\[
\frac dw=\sigma g,\qquad
\sigma=\frac{A\sqrt{2T}}{\sqrt{\varepsilon_{\rm in}}+\sqrt{\varepsilon_{\rm out}}}. \tag{8}
\]

The factor \(2/\sqrt2\) has become \(\sqrt2\), and the mass has cancelled. Here \(T\) is the transverse temperature of the species concerned. At \(U=0\) the denominator is \(2\sqrt{\varepsilon_{\rm in}}\), and (8) returns the straight-flight width \(A\sqrt{T/(2\varepsilon_{\rm in})}\).

Electrons and ions thus obey one formula with different energies. For \(V\ge0\), and with \(\eta=U/T_e\), the electron transmission is

\[
P_e(V)=\int_0^\infty e^{-s}\,
H\!\left(\frac{A\sqrt2}{\sqrt s+\sqrt{s+\eta}}\right)ds. \tag{9}
\]

For \(V<0\) the integral starts at \(s=-\eta\), since slower electrons are repelled.

For the ions an energy distribution is needed. An oscillating sheath gives a spread of impact energies, represented here by

\[
E=E_0+D\sin\theta,\qquad -\frac\pi2<\theta<\frac\pi2, \tag{10}
\]

with \(\theta\) uniformly distributed in the ion flux. The limits are \(E_{\min}=E_0-D\) and \(E_{\max}=E_0+D\), both positive. The ion transmission is

\[
P_i(V)=\frac1\pi\int_{\theta_c}^{\pi/2}
H\!\left(\frac{A\sqrt{2T_i}}{\sqrt E+\sqrt{E-U}}\right)d\theta. \tag{11}
\]

If \(U\le E_{\min}\), no ion is turned back and \(\theta_c=-\pi/2\). Between the two energy limits, \(\theta_c=\arcsin[(U-E_0)/D]\). For \(U\ge E_{\max}\), \(P_i=0\).

Formulas (9) and (11) were tested at \(A=5\) by stepping Newton's equation for sampled particles and removing those that touched a wall. The landed fractions agreed within 0.004 at 0 V, at 10 V and at the steady potential found below.

### Why there is one balance, and why it is positive

The steady condition for the floor as a whole is

\[
P_i(V)=P_e(V). \tag{12}
\]

Raise \(V\). For each electron energy the denominator in (8) grows, \(\sigma\) falls, and by (4) the landing probability rises. If \(V\) is negative, raising it also admits electrons that were repelled before. Hence \(P_e\) increases strictly. For each ion that still arrives, \(\sqrt{E-U}\) shrinks, \(\sigma\) grows and the landing probability falls. Above \(E_{\min}\), raising \(U\) also removes ions. Hence \(P_i\) decreases strictly until it reaches zero at \(U=E_{\max}\). Two such curves can cross at most once.

They do cross. Both are continuous: for the ions this holds because the distribution (10) places no finite fraction at a single energy. Suppose that the uncharged trench transmits more ions than electrons, \(P_i(0)>P_e(0)\). At \(U=E_{\max}\) we have \(P_i=0\), while \(P_e\) is positive. The difference \(P_i-P_e\) has changed sign, so there is a root with

\[
0<U<E_{\max}. \tag{13}
\]

In this model the sign of the charging is therefore decided by the uncharged transmissions.

The spread in ion energy matters for continuity. For a beam of one energy \(E_0\), \(P_i\) drops abruptly to zero at \(U=E_0\). If \(P_e\) there lies below the value from which \(P_i\) drops, equation (12) has no root. The floor charges upward below \(E_0\) and downward above it, so the potential is held at \(E_0/e\), with part of the beam turned back.

## Second half: how the fluxes are equalised

The symbols carried over are these. The trench has width \(w\), depth \(h\) and aspect ratio \(A=h/w\). Its floor is at potential \(V\), with \(U=eV\), and the mouth is at zero. Electrons have temperature \(T_e\), and \(\eta=U/T_e\). Ions have transverse temperature \(T_i\) and vertical energy \(E=E_0+D\sin\theta\), between \(E_{\min}\) and \(E_{\max}\). A particle lands with probability \(H(\sigma)\), where

\[
\sigma=\frac{A\sqrt{2T}}{\sqrt{\varepsilon_{\rm in}}+\sqrt{\varepsilon_{\rm out}}} ,
\]

and \(\varepsilon_{\rm in}\), \(\varepsilon_{\rm out}\) are its vertical energies at mouth and floor. The function \(H\) falls from \(1-\sigma\sqrt{2/\pi}\) at small \(\sigma\) to \(1/(\sigma\sqrt{2\pi})\) at large \(\sigma\). The averaged landing probabilities are \(P_e(V)\), which rises with \(V\), and \(P_i(V)\), which falls. Their crossing is the unique steady potential.

### A trench five times as deep as it is wide

Take the round values \(T_e=3\) eV, \(T_i=0.1\) eV, \(E_0=40\) eV, \(D=20\) eV and \(A=5\). The ion energies run from 20 to 60 eV. Without charging,

\[
P_i(0)=0.8512,\qquad P_e(0)=0.0990 .
\]

First raise the potential to 20 V, where every ion can still climb to the floor. Electron attraction has doubled \(P_e\) to 0.2011. The longer ion flight has reduced \(P_i\) to 0.8049. The fluxes are still far apart, and since the difference decreases with \(V\), the balance must lie above 20 V. Solving \(P_i=P_e\) gives

\[
V=49.90\ \text{V},\qquad P_i=P_e=0.2747 .
\]

The loss of ions can be split into two parts. An ion is turned back if its phase lies below \(\theta_c\). Since the phase is uniform over an interval of length \(\pi\), the fraction turned back is

\[
q=\frac12+\frac1\pi\arcsin\frac{U-E_0}{D}. \tag{14}
\]

Here \((49.90-40)/20=0.495\), whose arcsine is 0.518, so \(q=0.500+0.165=0.665\). A further fraction 0.0605 has enough vertical energy to land but meets a wall. The remainder is \(1-0.6648-0.0605=0.2747\), as it should be. Most of the reduction in ion flux is thus reversal of slow ions. Sideways loss is a small part of it.

The balance can also be followed with representative particles. For an electron with \(s=1\), \(\eta=49.90/3=16.63\) gives

\[
\sigma=\frac{5\sqrt2}{1+\sqrt{17.63}}=1.36,\qquad H=0.28 .
\]

The ions that pass have phases from \(\theta_c\) to \(\pi/2\). Their mean energy, before wall losses, is

\[
\begin{aligned}
\bar E&=E_0+D\,\frac{\cos\theta_c}{\pi/2-\theta_c}\\
&=40+20\,\frac{0.869}{1.053}=56.5\ \text{eV}.
\end{aligned}
\]

The numerator follows from integrating \(\sin\theta\), and the denominator is the length of the phase interval, \(\pi(1-q)\). An ion of this energy arrives with \(56.5-49.9=6.6\) eV, so

\[
\sigma=\frac{5\sqrt{0.2}}{\sqrt{56.5}+\sqrt{6.6}}=0.22,\qquad H=0.82 .
\]

Multiplying by the passing fraction gives \(0.335\times0.82=0.27\), close to the electron value. These are estimates with one particle in place of an average, but they show where the common fraction of 0.27 comes from.

The full average over landed ions gives a mean vertical impact energy of 6.67 eV, compared with 40.47 eV on an uncharged floor. The latter is slightly above \(E_0\) because faster ions have smaller \(\sigma\) and are over-represented among those that land. For an etching process with an energy threshold, the loss of impact energy can matter as much as the loss of flux.

In the simplified model the floor has a single steady potential, and in the example it is 49.90 V, reached mainly by turning back slow ions. It remains to ask whether electron attraction alone could balance the fluxes, how the result changes with trench depth, how fast the floor charges, and what carries over to a real trench.
